# Steady Oxygen Capture by a Thin Absorbing Disc in Silicon: a program that tests the result

```python
"""
Steady diffusion to a perfectly absorbing thin disc: J = 8 D a c_inf.
J: atoms captured per time on both faces; D: diffusivity; a: disc radius;
c_inf: concentration far away. Tests use a = D = c_inf = 1, so J must be 8.
The example is an oxide platelet in silicon, with rough typical parameters.
"""
import numpy as np
from math import factorial
from scipy.special import ellipk, ellipe
from scipy.constants import k as boltzmann, e as charge

pi = np.pi


def concentration(x, y, z):
    """Closed solution (2/pi) arctan(s), s being the oblate coordinate."""
    g = x**2 + y**2 + z**2 - 1
    s = np.sqrt((g + np.sqrt(g**2 + 4 * z**2)) / 2)
    return 2 / pi * np.arctan(s)


# The closed solution obeys Laplace's equation (finite differences).
step = 1e-3
for point in [(0.5, 0.3, 0.7), (1.2, 0.0, 0.5), (0.1, -0.4, 0.6)]:
    p = np.array(point)
    second = []
    for axis in np.eye(3):
        second.append((concentration(*(p + step * axis))
                       + concentration(*(p - step * axis))
                       - 2 * concentration(*p)) / step**2)
    assert abs(sum(second)) < 1e-3 * max(abs(np.array(second)))

# Flux through an enclosing sphere, from numerical radial derivatives.
nodes, weights = np.polynomial.legendre.leggauss(60)
sine = np.sqrt(1 - nodes**2)
radius, dr = 2.0, 1e-4
slope = (concentration((radius + dr) * sine, 0, (radius + dr) * nodes)
         - concentration((radius - dr) * sine, 0, (radius - dr) * nodes)) / (2 * dr)
sphere_flux = 2 * pi * radius**2 * np.sum(weights * slope)
assert abs(sphere_flux - 8) < 1e-5

# Flux density on a face and the far field.
for rho in (0.0, 0.5, 0.9):
    face = concentration(rho, 0, 1e-4) / 1e-4
    assert abs(face * pi * np.sqrt(1 - rho**2) / 2 - 1) < 1e-5
assert abs((1 - concentration(60.0, 0, 80.0)) * 100 - 2 / pi) < 1e-3

# Integral equation on rings; it never uses the closed solution.
n_ring = 300
angle = np.linspace(0, pi / 2, n_ring + 1)
edges = np.sin(angle)
mid = np.sin((angle[1:] + angle[:-1]) / 2)
areas = pi * np.diff(edges**2)


def uniform_disc_potential(rho, size):
    """Integral of 1/distance over a disc, at in-plane distance rho."""
    m = (np.minimum(rho, size) / np.maximum(rho, size))**2
    inside = 4 * size * ellipe(m)
    outside = 4 * rho * (ellipe(m) - (1 - m) * ellipk(m))
    return np.where(rho < size, inside, outside)


kernel = np.diff(uniform_disc_potential(mid[:, None], edges[None, :]), axis=1)
phi = (np.arange(16) + 0.5) * pi / 16
distance = np.sqrt((mid[:, None, None] - mid[None, :, None])**2
                   + 4 * mid[:, None, None] * mid[None, :, None]
                   * np.sin(phi / 2)**2)


def ring_solution(attach_length=0.0, screening=0.0):
    """Captured flux density (both faces); attach_length = D/k_surface."""
    matrix = kernel.copy()
    if screening > 0:
        smooth = np.expm1(-screening * distance) / distance
        matrix += areas[None, :] * smooth.mean(axis=2)
    matrix = matrix / (4 * pi) + attach_length / 2 * np.eye(n_ring)
    return np.linalg.solve(matrix, np.ones(n_ring))


density = ring_solution()
ring_rate = areas @ density
assert abs(ring_rate / 8 - 1) < 3e-3      # limited by the finite rings
n_inner = 2 * n_ring // 3                 # edge at rho = sin(60 degrees)
inner_share = areas[:n_inner] @ density[:n_inner] / ring_rate
assert abs(inner_share - (1 - np.sqrt(1 - edges[n_inner]**2))) < 5e-3
# Very slow attachment must give surface rate constant times both areas.
slow = areas @ ring_solution(attach_length=1000.0)
assert abs(slow * 1000 / (2 * pi) - 1) < 2e-3


def walker_rate(half_thickness, count, rng):
    """Capture rate of a flat cylinder of unit radius from random walkers."""
    start = 1.1
    pos = rng.normal(size=(count, 3))
    pos *= start / np.linalg.norm(pos, axis=1)[:, None]
    captured = 0
    while len(pos):
        rho = np.hypot(pos[:, 0], pos[:, 1])
        gap = np.hypot(np.maximum(rho - 1, 0),
                       np.maximum(abs(pos[:, 2]) - half_thickness, 0))
        hit = gap < 1e-5
        captured += hit.sum()
        keep = ~hit & (gap < 1e4)
        pos, gap = pos[keep], gap[keep]
        jump = rng.normal(size=pos.shape)
        pos = pos + jump * (gap / np.linalg.norm(jump, axis=1))[:, None]
    prob = captured / count
    return (4 * pi * start * prob,
            4 * pi * start * np.sqrt(prob * (1 - prob) / count))


rng = np.random.default_rng(12345)
walk_disc, walk_error = walker_rate(0.0, 250000, rng)
assert abs(walk_disc - 8) < 4.5 * walk_error + 0.005

# Example: inputs in nm, s, eV, K after conversion from cm.
T = 1200.0
kT = boltzmann * T / charge
D0_cm, E_D = 0.13, 2.53            # rough Arrhenius law, diffusivity
S0_cm, E_S = 9e22, 1.52            # rough Arrhenius law, solubility
c_cm, a, h = 1e18, 50.0, 4.0
v_O, sigma, jump_length = 0.023, 2.0, 0.3
n_cm, hold = 1e10, 1000.0
D_cm = D0_cm * np.exp(-E_D / kT)
D, c = D_cm * 1e14, c_cm * 1e-21
J = 8 * D * a * c
capacity = 2 * a / pi
centre_flux = 2 * D * c / (pi * a)
sphere_radius = (3 * a**2 * h / 4)**(1 / 3)
sphere_rate = 4 * pi * D * sphere_radius * c

# Growth speed against the oxide volume actually added in a short time.
speed = 4 * D * c * v_O / (pi * h)
dt = 1e-2
added = pi * h * ((a + speed * dt)**2 - a**2)
assert abs(added / (J * v_O * dt) - 1) < 1e-5
peclet = speed * a / D
assert peclet < 0.01

# Interface energy: area added per volume added, by finite differences.
da = 1e-4
area_up, area_down = [2 * pi * r**2 + 2 * pi * r * h for r in (a + da, a - da)]
volume_change = pi * h * ((a + da)**2 - (a - da)**2)
assert abs((area_up - area_down) / volume_change - (2 / h + 1 / a)) < 1e-6
shift = sigma * v_O * (2 / h + 1 / a)
c_eq = S0_cm * np.exp(-E_S / kT)
c_surface = c_eq * np.exp(shift / kT)

# Transient: numerical Laplace inversion against the long-time law.
tau = D * hold / a**2
half = 4
inverted = 0.0
for n in range(1, 2 * half + 1):
    weight = sum(j**half * factorial(2 * j)
                 / (factorial(half - j) * factorial(j) * factorial(j - 1)
                    * factorial(n - j) * factorial(2 * j - n))
                 for j in range((n + 1) // 2, min(n, half) + 1))
    rate_n = areas @ ring_solution(screening=np.sqrt(n * np.log(2) / tau))
    inverted += (-1)**(n + half) * weight * rate_n / ring_rate / n
transient = capacity / np.sqrt(pi * D * hold)
assert abs(inverted - 1 - transient) < 0.03 * transient

# Other neglected effects.
walk_slab, slab_error = walker_rate(h / (2 * a), 250000, rng)
assert walk_slab > 8 + 3 * slab_error
attach_ratio = areas @ ring_solution(attach_length=jump_length / a) / ring_rate
assert 0 < attach_ratio < 1
cell_radius = (3 / (4 * pi * n_cm))**(1 / 3) * 1e7
depleted = J * hold * n_cm / c_cm
hotter = np.exp(-E_D / (boltzmann * (T + 10) / charge) + E_D / kT)

print("TESTS, rate in units of D a c_inf (derived value 8)")
print(f"flux of closed solution through a sphere: {sphere_flux:.5f}")
print(f"integral equation on {n_ring} rings: {ring_rate:.4f}")
print(f"random walkers: {walk_disc:.3f} +- {walk_error:.3f}")
print(f"share captured inside rho = {edges[n_inner]:.4f} a: {inner_share:.4f}")
print("INPUTS (rough typical values)")
print(f"temperature: {T:.0f} K")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"diffusivity prefactor: {D0_cm:.2f} cm2/s")
print(f"diffusion activation energy: {E_D:.2f} eV")
print(f"solubility prefactor: {S0_cm:.1e} cm^-3")
print(f"solution energy: {E_S:.2f} eV")
print(f"far-field oxygen concentration: {c_cm:.1e} cm^-3")
print(f"platelet radius: {a:.0f} nm")
print(f"platelet thickness: {h:.0f} nm")
print(f"oxide volume per oxygen atom: {v_O:.3f} nm^3")
print(f"interface energy: {sigma:.1f} eV/nm^2")
print(f"jump length for attachment: {jump_length:.1f} nm")
print(f"precipitate density: {n_cm:.1e} cm^-3")
print(f"hold time: {hold:.0f} s")
print("RESULTS")
print(f"diffusivity: {D_cm:.3e} cm2/s")
print(f"capture rate 8 D a c_inf: {J:.1f} atoms/s")
print(f"the same rate: {J * 3600:.3e} atoms/h")
print(f"capacity length 2a/pi: {capacity:.2f} nm")
print(f"flux density at centre of one face: {centre_flux:.3e} nm^-2 s^-1")
print(f"radius of sphere of equal volume: {sphere_radius:.2f} nm")
print(f"capture rate of that sphere: {sphere_rate:.1f} atoms/s")
print(f"disc rate / equal-volume sphere rate: {J / sphere_rate:.3f}")
print(f"radial growth speed: {speed:.3e} nm/s")
print(f"radius gained in hold time: {speed * hold:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"thickness, change of rate: {100 * (walk_slab / 8 - 1):+.1f} %")
print(f"statistical error of that change: {100 * slab_error / 8:.1f} %")
print(f"equilibrium solubility: {c_eq:.2e} cm^-3")
print(f"interface-energy shift per oxygen atom: {shift:.4f} eV")
print(f"surface concentration with shift: {c_surface:.2e} cm^-3")
print(f"surface concentration, change of rate: {-100 * c_surface / c_cm:+.1f} %")
print(f"attachment, change of rate: {100 * (attach_ratio - 1):+.2f} %")
print(f"diffusion time a^2/D: {a**2 / D:.2f} s")
print(f"transient at hold time, long-time law: {100 * transient:+.2f} %")
print(f"transient, numerical inversion: {100 * (inverted - 1):+.2f} %")
print(f"rim motion, speed*a/D: {peclet:.2e} (no unit)")
print(f"diffusion length sqrt(D t): {np.sqrt(D * hold):.0f} nm")
print(f"radius of volume per precipitate: {cell_radius:.0f} nm")
print(f"oxygen removed in hold time: {100 * depleted:.2f} %")
print(f"10 K hotter, change of diffusivity: {100 * (hotter - 1):+.1f} %")
print("no test failed")
```

It prints:

```
TESTS, rate in units of D a c_inf (derived value 8)
flux of closed solution through a sphere: 8.00000
integral equation on 300 rings: 8.0000
random walkers: 8.001 +- 0.014
share captured inside rho = 0.8660 a: 0.5000
INPUTS (rough typical values)
temperature: 1200 K
thermal energy kT: 0.1034 eV
diffusivity prefactor: 0.13 cm2/s
diffusion activation energy: 2.53 eV
solubility prefactor: 9.0e+22 cm^-3
solution energy: 1.52 eV
far-field oxygen concentration: 1.0e+18 cm^-3
platelet radius: 50 nm
platelet thickness: 4 nm
oxide volume per oxygen atom: 0.023 nm^3
interface energy: 2.0 eV/nm^2
jump length for attachment: 0.3 nm
precipitate density: 1.0e+10 cm^-3
hold time: 1000 s
RESULTS
diffusivity: 3.079e-12 cm2/s
capture rate 8 D a c_inf: 123.2 atoms/s
the same rate: 4.434e+05 atoms/h
capacity length 2a/pi: 31.83 nm
flux density at centre of one face: 3.920e-03 nm^-2 s^-1
radius of sphere of equal volume: 19.57 nm
capture rate of that sphere: 75.7 atoms/s
disc rate / equal-volume sphere rate: 1.626
radial growth speed: 2.254e-03 nm/s
radius gained in hold time: 2.25 nm
NEGLECTED EFFECTS
thickness, change of rate: +6.7 %
statistical error of that change: 0.2 %
equilibrium solubility: 3.72e+16 cm^-3
interface-energy shift per oxygen atom: 0.0239 eV
surface concentration with shift: 4.69e+16 cm^-3
surface concentration, change of rate: -4.7 %
attachment, change of rate: -1.41 %
diffusion time a^2/D: 8.12 s
transient at hold time, long-time law: +3.24 %
transient, numerical inversion: +3.24 %
rim motion, speed*a/D: 3.66e-04 (no unit)
diffusion length sqrt(D t): 555 nm
radius of volume per precipitate: 2879 nm
oxygen removed in hold time: 0.12 %
10 K hotter, change of diffusivity: +22.4 %
no test failed
```
